\section*{Saturated Length of a Cathode Void in a Confined Interconnect Line}

\section{Definitions and conventions}

A straight metal line of length $L$ and uniform cross-section lies in a dielectric. The coordinate $x$ runs from the cathode end, $x=0$, to the anode end, $x=L$. Electrons flow toward $+x$ and carry metal atoms with them. The hydrostatic stress $\sigma(x,t)$ is positive in tension.

Let $C$ be the number of atoms per unit volume of the undeformed channel, with $C_0=1/\Omega$ at zero stress, where $\Omega$ is the atomic volume. Extra atoms in a confined line compress it. The effective modulus $B$, which includes the compliance of the surroundings, is defined by
\begin{equation}
\frac{dC}{C}=-\frac{d\sigma}{B}. \label{modulus}
\end{equation}

The wind force on an atom has magnitude $F=|Z^*|e\rho j$, where $Z^*$ is the effective charge number, $e$ the elementary charge, $\rho$ the resistivity and $j$ the current density. The electromigration stress gradient is
\begin{equation}
G=\frac{F}{\Omega}=\frac{|Z^*|e\rho j}{\Omega}. \label{gradient}
\end{equation}
The void length $\ell$ is the void volume divided by the undeformed cross-section. The small parameter is $g=GL/B$.

The assumptions are as follows.
\begin{enumerate}
\item The line is stress-free at the operating temperature before the current is switched on.
\item No atoms pass the ends of the line, and the anode neither yields nor extrudes metal.
\item A void forms at the cathode and spans the section. The stress at its face is then zero.
\item The current is constant and passes the void through a conducting liner.
\item $G$, $B$, the temperature $T$ and the atomic diffusivity $D$ are uniform and constant, and $g\ll1$.
\end{enumerate}

\section{The theorem}

\begin{theorem}
Under these assumptions the void length tends, to leading order in $g$, to
\begin{equation}
\ell_\infty=\frac{GL^2}{2B}. \label{main}
\end{equation}
The result does not depend on the stress built up before the void formed.
\end{theorem}

The proof needs the equation of motion for the stress.

\begin{lemma}[Stress transport]
To leading order in strain,
\begin{equation}
\frac{\partial\sigma}{\partial t}
=\kappa\frac{\partial}{\partial x}\left(G+\frac{\partial\sigma}{\partial x}\right),
\qquad
\kappa=\frac{DB\Omega}{k_{\mathrm B}T}. \label{transport}
\end{equation}
\end{lemma}

\begin{proof}
Adding an atom to metal under tension releases work $\Omega\sigma$, so the chemical potential is $\mu=\mu_0-\Omega\sigma$. The total force on an atom is $F-\partial\mu/\partial x=F+\Omega\,\partial\sigma/\partial x$. Multiplying by the mobility $D/k_{\mathrm B}T$ and by $C$ gives the flux
\begin{equation}
J=\frac{DC}{k_{\mathrm B}T}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\end{equation}
To leading order $C\Omega=1$. With $F=\Omega G$ this becomes
\begin{equation}
\Omega J=\frac{D\Omega}{k_{\mathrm B}T}\left(G+\frac{\partial\sigma}{\partial x}\right)
=\frac{\kappa}{B}\left(G+\frac{\partial\sigma}{\partial x}\right). \label{flux}
\end{equation}
Atom conservation reads $\partial C/\partial t=-\partial J/\partial x$. By \eqref{modulus}, $\partial C/\partial t=-(C/B)\,\partial\sigma/\partial t$. The two minus signs cancel, and $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$. Inserting \eqref{flux} gives \eqref{transport}.
\end{proof}

\begin{lemma}[Closed line]
Before a void forms, $\int_0^L\sigma\,dx=0$. The cathode tension rises toward $GL/2$ and does not exceed it.
\end{lemma}

\begin{proof}
Integrating \eqref{transport} over the line gives $\kappa$ times the difference of $u=G+\partial\sigma/\partial x$ between the ends. Both end values vanish because the ends are blocked, so the integral of $\sigma$ keeps its initial value, zero.

Differentiating \eqref{transport} with respect to $x$ shows that $u$ obeys the diffusion equation. It starts at $u=G>0$ and is held at zero at both ends. It therefore stays non-negative and decays to zero. Since $u=0$ at $x=0$ and $u\ge0$ inside, $\partial u/\partial x\ge0$ there, and $\partial\sigma/\partial t=\kappa\,\partial u/\partial x\ge0$ at the cathode. In the limit $\partial\sigma/\partial x=-G$, and the zero integral fixes the constant:
\begin{equation}
\sigma(x)=G\left(\frac L2-x\right).
\end{equation}
At $x=0$ this equals $GL/2$.
\end{proof}

If nucleation requires a tension $\sigma_c$, a flawless line thus forms a void only when $L>2\sigma_c/G$. In a shorter line the theorem has no void to describe, unless one was there from the start.

\begin{proof}[Proof of the theorem]
Once the void exists, $\sigma(0,t)=0$ and $J(L,t)=0$. Put $w=\sigma+Gx$. Then
\begin{equation}
\frac{\partial w}{\partial t}=\kappa\frac{\partial^2w}{\partial x^2},\qquad
w(0,t)=0,\qquad \frac{\partial w}{\partial x}(L,t)=0. \label{w}
\end{equation}
The modes that satisfy these end conditions are
\begin{equation}
\sin\lambda_nx,\qquad \lambda_n=\frac{(2n+1)\pi}{2L},\qquad n=0,1,2,\ldots
\end{equation}
Each decays as $e^{-\kappa\lambda_n^2t}$. Hence $w\to0$ whatever the profile at nucleation, and
\begin{equation}
\sigma(x)\to-Gx. \label{profile}
\end{equation}

The void grows by the atoms that leave its face, so $d\ell/dt=\Omega J(0,t)$. Integrating \eqref{transport} over the line, with zero flux at $L$, gives
\begin{equation}
\frac{d}{dt}\int_0^L\sigma\,dx
=-\kappa\left(G+\frac{\partial\sigma}{\partial x}\right)_{x=0}
=-B\,\Omega J(0,t)=-B\frac{d\ell}{dt}.
\end{equation}
When the void appears, $\ell=0$ and, by the second lemma, $\int\sigma\,dx=0$. Therefore
\begin{equation}
\ell(t)=-\frac1B\int_0^L\sigma(x,t)\,dx. \label{ledger}
\end{equation}
The atoms missing from the void are the extra atoms in the compressed line. Inserting \eqref{profile},
\begin{equation}
\ell_\infty=\frac1B\int_0^LGx\,dx=\frac{GL^2}{2B}.
\end{equation}
\end{proof}

One factor $L$ comes from the compression $GL$ reached at the anode, the other from the length of metal that stores atoms. The factor $1/2$ is the mean of a linear profile.

\begin{remark}[Energy route]
Let $\theta(x)$ be the fractional excess of atoms. Storing them costs elastic energy $B\theta^2/2$ per volume. Moving $\theta/\Omega$ atoms per volume from the void to $x$ lets the wind do work $Fx\theta/\Omega=Gx\theta$. The quantity to minimise, per unit cross-section, is
\begin{equation}
\int_0^L\left(\frac{B\theta^2}{2}-Gx\theta\right)dx
=\int_0^L\left[\frac B2\left(\theta-\frac{Gx}{B}\right)^2-\frac{G^2x^2}{2B}\right]dx.
\end{equation}
The minimum is at $\theta=Gx/B$, and $\ell=\int\theta\,dx$ again gives \eqref{main}.
\end{remark}

\section{Approach to saturation}

\begin{proposition}
If the void is present from the start in a stress-free line,
\begin{equation}
\frac{\ell(t)}{\ell_\infty}=1-\sum_{n=0}^\infty
\frac{32(-1)^n}{(2n+1)^3\pi^3}\,
\exp\left[-\frac{(2n+1)^2\pi^2\kappa t}{4L^2}\right], \label{series}
\end{equation}
and $\ell(t)$ does not decrease.
\end{proposition}

\begin{proof}
Initially $w=Gx$. Its coefficient on $\sin\lambda_nx$ is, after integration by parts,
\begin{equation}
b_n=\frac{2G}{L}\int_0^Lx\sin\lambda_nx\,dx
=\frac{2G}{L}\left[-\frac{L\cos\lambda_nL}{\lambda_n}+\frac{\sin\lambda_nL}{\lambda_n^2}\right]
=\frac{2G(-1)^n}{L\lambda_n^2},
\end{equation}
because $\cos\lambda_nL=0$ and $\sin\lambda_nL=(-1)^n$. Also $\int_0^L\sin\lambda_nx\,dx=1/\lambda_n$. With $\sigma=w-Gx$, equation \eqref{ledger} gives
\begin{equation}
\ell(t)=\frac{GL^2}{2B}-\frac{2G}{BL}\sum_n\frac{(-1)^n}{\lambda_n^3}e^{-\kappa\lambda_n^2t}.
\end{equation}
Division by $GL^2/2B$ turns the prefactor into $4/(L\lambda_n)^3=32/[(2n+1)^3\pi^3]$.

For the last claim, $u=G+\partial\sigma/\partial x$ again obeys the diffusion equation. Now $\partial u/\partial x=0$ at $x=0$, since $\sigma$ is fixed there, and $u=0$ at $L$. Starting from $G>0$, $u$ stays non-negative, and so does $d\ell/dt=\kappa u(0,t)/B$.
\end{proof}

At early times, $\kappa t\ll L^2$, the compression growing from the anode has not reached the cathode. There $\sigma\simeq0$, and
\begin{equation}
\ell(t)\simeq\frac{\kappa G}{B}t=\frac{D\Omega G}{k_{\mathrm B}T}t. \label{early}
\end{equation}
The modulus has dropped out. With $D$, $T$ and $G$ held fixed, softer surroundings leave the early growth rate unchanged but let it last longer.

\section{When an assumption is relaxed}

\begin{proposition}[Initial stress and face stress]
For uniform initial stress $\sigma_0$ and void-face stress $\sigma_s$,
\begin{equation}
\ell_\infty=\frac{GL^2}{2B}+\frac{(\sigma_0-\sigma_s)L}{B}, \label{general}
\end{equation}
provided the void starts with negligible length and stays open throughout. A positive right-hand side is then necessary but not sufficient: if $\sigma_s>\sigma_0$, atoms at first flow toward the face of a void present from the start. While $\kappa t\ll L^2$ its length changes by $\kappa Gt/B-2(\sigma_s-\sigma_0)\sqrt{\kappa t/\pi}/B$, whose minimum is $-(\sigma_s-\sigma_0)^2/\pi GB$. A void shorter than this closes. In this case the formula therefore describes a void that nucleates later, once the cathode tension exceeds $\sigma_s$, or the growth of a void that starts long enough to survive.
\end{proposition}

\begin{proof}
The final profile is $\sigma_s-Gx$. The void length is now the drop of $\int\sigma\,dx/B$ from its initial value $\sigma_0L/B$ to its final value $\sigma_sL/B-GL^2/2B$.
\end{proof}

A finite-volume calculation that adds up the flux leaving the void tests this: with $\sigma_0=0.3\,GL$ and $\sigma_s=0.1\,GL$ it gives $0.7\,GL^2/B$, as \eqref{general} requires.

\begin{proposition}[Finite void]
If \eqref{modulus} holds at all strains and $G$ stays constant,
\begin{equation}
\ell_\infty=L-\frac BG\ln\left(1+\frac{GL}{B}\right)
=\frac{GL^2}{2B}\left(1-\frac{2g}{3}+\ldots\right). \label{finite}
\end{equation}
\end{proposition}

\begin{proof}
Equation \eqref{modulus} integrates to $C=C_0e^{-\sigma/B}$. Metal now fills a length $L-\ell$. At distance $s$ from the void face the stress is $-Gs$. All the original atoms must fit:
\begin{equation}
C_0L=C_0\int_0^{L-\ell}e^{Gs/B}ds
=C_0\frac BG\left[e^{G(L-\ell)/B}-1\right].
\end{equation}
Solving for $\ell$ gives the first form. Then $\ln(1+g)=g-g^2/2+g^3/3-\ldots$ gives $\ell/L=1-\ln(1+g)/g=g/2-g^2/3+\ldots$, which is the second.
\end{proof}

The correction depends on the compression law. A linear law $C=C_0(1-\sigma/B)$ gives $\ell=G(L-\ell)^2/2B\simeq(GL^2/2B)(1-g)$. The leading term is common to both.

\begin{remark}[Yielding anode]
Without yield the anode compression rises only to $G(L-\ell_\infty)$, slightly below $GL$, and an anode that withstands this never gives way. If it gives way at a compression $\sigma_y<G(L-\ell_\infty)$, the steady profile is $-\sigma_yx/L$, and atoms keep flowing. By \eqref{flux},
\begin{equation}
\frac{d\ell}{dt}=\frac{\kappa}{B}\left(G-\frac{\sigma_y}{L}\right)>0. \label{yield}
\end{equation}
This rate holds while $\ell\ll L-\sigma_y/G$. A longer void leaves a shorter piece of metal, whose steady stress gradient has the larger magnitude $\sigma_y/(L-\ell)$. Growth therefore slows, and it stops at $\ell=L-\sigma_y/G$, where this magnitude equals $G$.
\end{remark}

\section{A copper-like line in a low-$k$ dielectric}

The parameters are rough typical values: $L=100\ \mu$m, a square section of side $a=200$ nm, $j=0.4$ MA/cm$^2$, $\rho=4\ \mu\Omega\,$cm, $|Z^*|=1$, $\Omega=0.0118$ nm$^3$, $B=10$ GPa and a test temperature of 573 K. The field $\rho j$ is 160 V/m, so $F=0.16\ \mu$eV/nm. Dividing by $\Omega$ gives $G=2.17$ MPa/$\mu$m. Hence $GL=217$ MPa, $g=0.0217$, and
\begin{equation}
\ell_\infty=\frac{g L}{2}=\frac{0.02172\times100\ \mu\mathrm m}{2}=1.09\ \mu\mathrm m.
\end{equation}
Numerical energy minimisation on 40 cells and the transport calculation on 200 cells both give 1086 nm. Equation \eqref{finite} gives 1071 nm and the linear law 1063 nm, so with $G$ constant these two laws lower the leading result by 1.4 and 2.1 per cent. Other finite-strain effects enter at the same order: a steady gradient proportional to the atom density, $\sigma'=-FC$, gives 0.7 per cent with the logarithmic law. With $B=20$ GPa and all else fixed the void is half as long, 543 nm.

For $\sigma_c=40$ MPa the threshold length is $2\times40/2.172=37\ \mu$m. This line is longer, and a void nucleates after 12 h if $D=4\times10^{-12}$ cm$^2$/s. The transport calculation continued from that moment ends at the same saturated length.

For a void present from the start, $\kappa=5.97\times10^{-11}$ cm$^2$/s gives $L^2/\kappa=466$ h. Keeping the first term of \eqref{series}, 90 per cent of saturation is reached at
\begin{equation}
t=\frac{4}{\pi^2}\ln\left(\frac{10\times32}{\pi^3}\right)\frac{L^2}{\kappa}
=0.946\times466\ \mathrm h\simeq440\ \mathrm h.
\end{equation}

\subsection{Effects left out}

\emph{Residual stress.} By \eqref{general}, a tension of 20 MPa adds $\sigma_0L/B=200$ nm, or 18 per cent of $\ell_\infty$.

\emph{Capillarity.} Surface tension $\gamma$ acts along the perimeter $4a$ where the void face meets the walls. It can pull on the area $a^2$ with a stress of at most $4\gamma/a$. For $\gamma=1.5$ J/m$^2$ this bound is 30 MPa, which would shorten the void by 300 nm, or 28 per cent. This applies to a void nucleated at $\sigma_c=40$ MPa; a void present from the start would have to be longer than about 13 nm to stay open. A flat face has no such stress, and a face that bulges into the void compresses the metal instead, which lengthens the void.

\emph{Heat.} At the void the current, $ja^2=0.16$ mA, runs through the liner. For a liner of $200\ \mu\Omega\,$cm, 10 nm thick on three sides, the resistance is 362 $\Omega$ and the power $P=9.27\ \mu$W. Suppose all of it enters the metal, which has conductivity $k=300$ W/(m\,K) and loses $h=0.9$ W/(m\,K) per length and kelvin. The excess temperature obeys $ka^2\,\Theta''=h\Theta$, so $\Theta=\Theta_0e^{-x/\xi}$ with $\xi=a\sqrt{k/h}=3.7\ \mu$m. The heat entering at $x=0$ is $P=ka^2\Theta_0/\xi$, hence
\begin{equation}
\Theta_0=\frac{P}{a\sqrt{kh}}=2.8\ \mathrm K.
\end{equation}
With heat of transport $Q^*$, zero flux requires $F+\Omega\,\sigma'-Q^*T'/T=0$. The added stress is $(Q^*/\Omega)\ln[T(x)/T(0)]$. For $|Q^*|=0.1$ eV its size is at most 6.7 MPa, which at this power changes the void length by less than 67 nm, or 6 per cent. The power itself is proportional to the void length, and allowing for this gives $+68$ nm for $Q^*>0$ and $-61$ nm for $Q^*<0$. These figures assume that all the power enters the metal. If the liner, with a conductivity near 7 W/(m\,K), loses heat to the dielectric at the same $h$, the change is only about 12 nm. The void is lengthened if $Q^*>0$ and shortened if $Q^*<0$.

\emph{Yield.} The required anode compression, 217 MPa, is high. If the anode gave way at 150 MPa, \eqref{yield} gives a growth rate of $4.67\,(1-150/217)=1.4$ nm/h once the stress profile is steady and while the void is still short. Under the model's other assumptions, growth would end only at $L-\sigma_y/G=31\ \mu$m.

\subsection{Comparison with real interconnects}

A 200 nm width suits an upper wiring level rather than the finest lines, and 0.4 MA/cm$^2$ is low for an accelerated test. In narrower lines the capillary bound $4\gamma/a$ is larger. The assumption that fails most clearly in service is the absence of initial stress, because a line that is stress-free near the test temperature is in tension when cooler. Take 378 K, $\rho=2.8\ \mu\Omega\,$cm, an activation energy of 0.9 eV and the same $j$ and $B$. The stress-free formula gives 760 nm, while a thermal tension of 100 MPa adds 1000 nm and so more than doubles the final length.

Saturation is also remote at that temperature: a stress-free line would need about 400 years to reach 90 per cent of it. After ten years a void present from the start would measure 36 nm without thermal tension and 209 nm with it. Since \eqref{transport} is linear, the difference of 173 nm is the part due to relaxing thermal tension. These lengths, and the added 1000 nm, assume that the cathode void is the only one. A tension of 100 MPa exceeds the $\sigma_c=40$ MPa used above, and after ten years about nine tenths of the line is still above that value, so further voids could form and share the relaxation. The 36 nm is well below the line width. Unless the void is a thin slit across the whole section, this number is only the removed volume divided by the cross-section, and the assumption of a spanning void fails.

If a circuit tolerates a void of length $\ell_{\mathrm{tol}}$, equation \eqref{main} suggests the limit
\begin{equation}
jL^2\le\frac{2\Omega B\,\ell_{\mathrm{tol}}}{|Z^*|e\rho}.
\end{equation}
To leading order, this rule holds under the assumptions of the first section: the void spans the section and has a stress-free face, the line has no initial stress and a uniform temperature, the anode withstands $GL$, and the liner carries the current. A void face under compression, or heating at the void with $Q^*>0$, makes the void longer than the rule allows for. With thermal tension, \eqref{general} must be used instead. The tolerated length is often too short for the void to span the section. In the example the intact line has $\rho L/a^2=100\ \Omega$ and the saturated void adds about $360\ \Omega$. A rise of 10 to 20 per cent corresponds to $\ell_{\mathrm{tol}}$ of only 30 to 60 nm, well below the width. There the rule limits the removed volume, and the resistance depends on the shape and position of the void. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Line length: 100 um
Line width and height: 200 nm
Current density: 0.4 MA/cm2
Resistivity, test: 4 uOhm cm
Effective charge number, magnitude: 1 (no unit)
Atomic volume: 0.0118 nm3
Effective modulus: 10 GPa
Test temperature: 573 K
Diffusivity, test: 4e-12 cm2/s
Critical stress: 40 MPa
Wind force: 0.16 ueV/nm
Stress gradient G: 2.172 MPa/um
Anode compression G L: 217.2 MPa
Closed-line cathode tension: 108.6 MPa
Small parameter G L/B: 0.02172 (no unit)
SATURATED VOID LENGTH: 1086 nm
Void length from energy minimum: 1086 nm
Void from transport: 1086 nm
Finite void, logarithmic law: 1071 nm
Finite void, linear law: 1063 nm
Stiffer surroundings, modulus: 20 GPa
Stiffer surroundings, void: 543.1 nm
Nucleation threshold length: 36.82 um
Nucleation time, test: 12.4 h
Stress diffusivity, test: 5.966e-11 cm2/s
Early growth rate, test: 4.67 nm/h
Time to 90% of saturation, test: 440 h
Residual stress, test: 20 MPa
Void change, residual stress: 200 nm
Surface energy: 1.5 J/m2
Capillary stress, upper bound: 30 MPa
Void change, capillary bound: -300 nm
Anode yield compression: 150 MPa
Endless growth rate if yielding: 1.44 nm/h
Liner resistivity: 200 uOhm cm
Liner thickness: 10 nm
Metal heat conductivity: 300 W/(m K)
Heat loss per length and kelvin: 0.9 W/(m K)
Liner resistance at void: 362 Ohm
Liner power at void: 9.27 uW
Thermal healing length: 3.65 um
Heating of metal at void, bound: 2.82 K
Ordinary line heating: 0.028 K
Heat of transport, magnitude: 0.1 eV
Thermomigration stress, bound: 6.67 MPa
Void change size, thermomigration: 66.7 nm
Use temperature: 378 K
Resistivity, use: 2.8 uOhm cm
Activation energy: 0.9 eV
Thermal tension, use: 100 MPa
Stress-free saturated void, use: 760.4 nm
Added final void, thermal tension: 1000 nm
Time to 90%, stress-free, use: 402 years
Service time: 10 years
Void then, stress-free, use: 35.8 nm
Void then, with thermal tension: 209 nm
\end{verbatim}
